\section*{Electron mobility as a velocity-space average, and the constant-frequency case}

\section{Why the integral needs another form}

One shortcut for electron mobility in a gas averages the collision time and multiplies by $e/m$. In the helium-like model worked out below, this gives a mobility 40\% above the two-term value. Averaging the collision frequency first and then inverting gives a value 23\% too high. The two-term integral itself contains the slope of the velocity distribution, so it does not show directly when the shape of that distribution matters. Integration by parts moves the derivative onto $v^3/\nu_m$, where $v$ is the speed and $\nu_m$ the collision frequency for momentum transfer. The new form shows when the shape matters and why averaging the collision time can fail.

\section{Setting and theorem}

The algebra uses atomic units, $e=m=1$; the factor $e/m$ is restored in the main results. A uniform, steady field of strength $E$ acts on electrons in a dilute gas. The polar axis points along the force on an electron, so the acceleration is $a=E>0$ and the mobility $\mu=W/E$ is positive when the drift velocity $W$ points along the force. Ionisation growth and attachment are absent. The velocity distribution is truncated after two Legendre terms,
\begin{equation}
f(v,\theta)=f_0(v)+f_1(v)\cos\theta,\qquad 4\pi\int_0^\infty v^2f_0\,dv=1 .
\label{two}
\end{equation}
Angle brackets denote $\langle g\rangle=4\pi\int_0^\infty v^2 g f_0\,dv$. The momentum-transfer frequency is $\nu_m(v)>0$, and $V(v)=v^3/\nu_m(v)$.

\textbf{Theorem.} Let $f_0$ be continuously differentiable, let $V$ be continuous and piecewise continuously differentiable, let the integrals below converge, and let $Vf_0\to0$ at $v\to0$ and $v\to\infty$. Then
\begin{equation}
\mu=-\frac{4\pi e}{3m}\int_0^\infty\frac{v^3}{\nu_m}\frac{df_0}{dv}\,dv
=\frac{e}{3m}\left\langle\frac1{v^2}\frac{d}{dv}\frac{v^3}{\nu_m}\right\rangle .
\label{main}
\end{equation}
If $\nu_m$ is constant, $\mu=e/(m\nu_m)$ for every such $f_0$.

\section{Proof}

\textbf{Lemma 1.} In the two-term approximation, $f_1=-(a/\nu_m)\,df_0/dv$.

\emph{Proof.} Let the gas atoms be heavy, so that to leading order an elastic collision turns the velocity without changing the speed. If the scattering angle is $\chi$, averaging the new direction over azimuth gives $\cos\theta\cos\chi$. Collisions therefore change the term $f_1\cos\theta$ at the rate
\[
nv\int\sigma(\chi)(\cos\chi-1)\,d\Omega\; f_1\cos\theta=-\nu_m f_1\cos\theta ,
\]
where $n$ is the gas density and $\sigma(\chi)$ the differential cross-section. This defines $\nu_m$. With $c=\cos\theta$, the field term of the Boltzmann equation is
\begin{align}
a\frac{\partial f}{\partial v_z}
&=a\left(c\,\frac{\partial f}{\partial v}+\frac{1-c^2}{v}\frac{\partial f}{\partial c}\right)\nonumber\\
&=a\left[c f_0'+c^2f_1'+(1-c^2)\frac{f_1}{v}\right].
\label{field}
\end{align}
Multiply by $\tfrac32c$ and integrate over $-1<c<1$. The last two terms are odd after the multiplication and vanish; the first gives $af_0'$, because $\tfrac32\int c^2dc=1$. The steady balance is $af_0'=-\nu_mf_1$. $\square$

\emph{Proof of the theorem.} The drift velocity is the mean of $vc$. The $f_0$ part is odd in $c$ and drops out:
\begin{equation}
W=2\pi\int_0^\infty\! v^3f_1\,dv\int_{-1}^1\! c^2\,dc
=\frac{4\pi}{3}\int_0^\infty v^3f_1\,dv .
\end{equation}
Insert Lemma 1 and divide by $E=a$ to get the first form in \eqref{main}. Integration by parts gives
\begin{equation}
\mu=-\frac{4\pi}{3}\Big[Vf_0\Big]_0^\infty+\frac{4\pi}{3}\int_0^\infty f_0\frac{dV}{dv}\,dv .
\label{parts}
\end{equation}
The bracket vanishes by assumption. Writing $dV/dv=v^2\,(v^{-2}dV/dv)$ turns the remaining integral into $\tfrac13\langle v^{-2}dV/dv\rangle$, and restoring $e/m$ gives the second form. For constant $\nu_m$, $v^{-2}dV/dv=3/\nu_m$. This number leaves the average, and normalisation gives $\mu=e/(m\nu_m)$. $\square$

\textbf{Remark (energy variable).} With $\varepsilon=v^2/2$ one has $d/dv=v\,d/d\varepsilon$ and $v^3=(2\varepsilon)^{3/2}$. Hence $v^{-2}dV/dv=(2\varepsilon)^{-1/2}\,2^{3/2}\,d(\varepsilon^{3/2}/\nu_m)/d\varepsilon$, and
\begin{equation}
\mu=\frac{2e}{3m}\left\langle\varepsilon^{-1/2}\frac{d}{d\varepsilon}\frac{\varepsilon^{3/2}}{\nu_m}\right\rangle .
\end{equation}

\section{The converse, power laws and exceptions}

\textbf{Converse.} Suppose $g=v^{-2}dV/dv$ is continuous for $v>0$ and $\mu$ is the same for all smooth, normalised $f_0$. If $g$ took different values at two speeds, narrow shells around those speeds would have different mobilities. So $g=C$, and integration gives $V=Cv^3/3+D$. By \eqref{parts}, a nonzero $D$ adds
\begin{equation}
\Delta\mu=\frac{4\pi e}{3m}\,D\,f_0(0),
\end{equation}
which depends on $f_0$. Hence $D=0$ and $\nu_m=3/C$ is constant.

\textbf{Power laws.} For $\nu_m=kv^p$ with $p<3$, $V=v^{3-p}/k$ and $v^{-2}dV/dv=(3-p)/\nu_m$. Therefore
\begin{equation}
\mu=\frac em\left(1-\frac p3\right)\left\langle\frac1{\nu_m}\right\rangle .
\label{power}
\end{equation}
A constant cross-section has $p=1$ and a factor $2/3$. The reduction arises because an electron accelerated by the field also collides more often.

\textbf{Jumps.} If $1/\nu_m$ jumps by $\Delta(1/\nu_m)$ as $v$ increases through $v_s$, integrate by parts on each side separately. The two end terms at $v_s$ combine to
\begin{equation}
\Delta\mu=\frac{4\pi e}{3m}f_0(v_s)\,v_s^3\,\Delta\!\left(\frac1{\nu_m}\right),
\end{equation}
which must be added to the average over the smooth parts.

\textbf{Negative weight.} Where $\nu_m$ rises faster than $v^3$, $V$ falls and the local weight is negative. Take $\nu_m=1+v^5$ in model units. Then
\[
\frac1{3v^2}\frac{dV}{dv}=\frac{3-2v^5}{3(1+v^5)^2},
\]
which at $v=3$ is $-483/(3\cdot244^2)=-0.0027$. The prescribed shell $f_0\propto\exp[-(v-3)^2/0.02]$ has, by numerical quadrature, $\mu=-0.0027$ in the same units. Equation \eqref{main} gives the response of this shell; it does not say that a steady field can maintain it.

\section{Physical meaning and the neglected anisotropy}

The quantity averaged in \eqref{main} is a divergence in velocity space, since $\nabla_{\mathbf v}\!\cdot(\mathbf v/\nu_m)=v^{-2}d(v^3/\nu_m)/dv$. Its meaning follows from a short balance.

\textbf{Lemma 2.} Let the atoms be so heavy that collisions preserve speed to leading order in the ratio of electron to atom mass, and let $\tau=1/\nu_m$ be smooth for $v>0$, with no surface contribution at $v=0$. In a steady swarm, to the same order,
\begin{equation}
W=a\left\langle\!\left\langle\frac{\partial(v_z\tau)}{\partial v_z}\right\rangle\!\right\rangle ,
\label{balance}
\end{equation}
where the double brackets average over the full distribution, without truncation. The small recoil loss is neglected in this balance, but it is what keeps the swarm steady: without any energy loss the field would heat the electrons indefinitely.

\emph{Proof.} At fixed speed, collisions reduce the mean $v_z$ at the rate $\nu_mv_z$, so they change $v_z\tau$ at the mean rate $-v_z$. The field changes it at the rate $a\,\partial(v_z\tau)/\partial v_z$. In a steady state the average of $v_z\tau$ is constant, so the two mean rates cancel. The average of $v_z$ is $W$. $\square$

The quantity $v_z\tau$ is the mean distance an electron still travels along the axis before its direction is forgotten, if the field is switched off. Drift is the rate at which the field adds to this distance.

The derivative in \eqref{balance} is $\tau+v\tau'c^2$. Since $c^2=\tfrac13+\tfrac23P_2(c)$, only the Legendre terms $f_0$ and $f_2$ contribute. The $f_0$ part is $\tau+v\tau'/3=\tfrac13v^{-2}d(v^3\tau)/dv$, as in the theorem. With $\int_{-1}^1P_2^2\,dc=2/5$, the $f_2$ part changes the drift at fixed $f_0$ by
\begin{equation}
\Delta W=\frac{8\pi a}{15}\int_0^\infty v^3f_2\frac{d}{dv}\frac1{\nu_m}\,dv .
\label{f2}
\end{equation}
For constant $\nu_m$ this vanishes, and \eqref{balance} gives $W=a/\nu_m$ whatever the anisotropy.

\section{A helium-like swarm}

\subsection{Model and distribution}

The example is a weak-field region of a helium process plasma at 1 Torr and 300 K, with $E=1$ V/cm and an electron density low enough for collisions between electrons to be neglected. The cross-section is a rough model,
\begin{equation}
\sigma_m=\frac{\sigma_0}{s},\qquad s=\sqrt{1+\varepsilon/\varepsilon_c},
\end{equation}
with $\sigma_0=6$ \AA$^2$ and $\varepsilon_c=10$ eV. This form falls steadily with energy, whereas the momentum-transfer cross-section of real helium rises to about 7 \AA$^2$ near 2 eV before it falls. The numbers below therefore belong to the model: its mobility lies roughly 15\% above that of real helium under the same conditions, its mean energy is also higher, and the percentage errors of the shortcuts differ. The ideal-gas density is $n=3.219\times10^{16}$ cm$^{-3}$. Thus $\nu_m=n\sigma_0v/s$ rises as $v$ at low energy and tends to a constant at high energy.

The mass of helium, $M=7296$ electron masses, sets the cooling. An electron of speed $v$ loses energy to recoil at the mean rate $v^2\nu_m/M$, so its speed falls at the rate $v\nu_m/M$. Because each exchange is small, thermal motion of the atoms adds a diffusion term in speed. Its size is fixed by requiring a Maxwellian at the gas temperature $T$ (as an energy) to be stationary without a field. The isotropic part of \eqref{field} is $(a/3v^2)\,d(v^2f_1)/dv$. Integrating the steady balance once, with no flux at $v=0$, gives
\begin{equation}
\frac{a v^2f_1}{3}=\frac{v^3\nu_m}{M}\left(f_0+\frac Tv f_0'\right).
\end{equation}
Insert $f_1=-af_0'/\nu_m$, multiply by $M/(v^2\nu_m)$ and collect $f_0'$:
\begin{equation}
\frac{f_0'}{f_0}=-\frac{v}{T+Ma^2/(3\nu_m^2)} .
\label{dav}
\end{equation}
If $\nu_m$ were constant, this would be a Maxwellian whose temperature rises with the field, while the mobility stayed fixed. Independence of $f_0$ concerns the mobility; the distribution still responds to the field.

\subsection{Mobility}

Here $V=v^2s/(n\sigma_0)$. With $x=\varepsilon/\varepsilon_c$, $ds/dv=xs/[v(1+x)]$, so
\begin{equation}
\frac1{3v^2}\frac{dV}{dv}=\frac1{\nu_m}\left[\frac23+\frac{x}{3(1+x)}\right].
\label{local}
\end{equation}
The bracket runs from $2/3$, the constant-cross-section value, to 1, the constant-frequency value. At 5 eV it is $0.778$; since $e/(m\nu_m)=8.41\times10^5$ cm$^2$/Vs there, the local weight is $6.54\times10^5$ cm$^2$/Vs. At 1 eV the weight is $1.12\times10^6$ cm$^2$/Vs.

Equation \eqref{dav} was integrated on a speed grid by the trapezoidal rule, and the averages were taken by Simpson's rule. The mean energy is 2.20 eV and
\[
\mu=1.00\times10^6\ \text{cm}^2/\text{Vs}\quad(2.35\times10^7\ \text{atomic units}),
\]
so $W=\mu E=1.00\times10^6$ cm/s. Other choices, at the same gas density, give:
\begin{center}
\begin{tabular}{lc}
Choice & $\mu$ ($10^6$ cm$^2$/Vs)\\
Maxwell $f_0$, same mean energy & 1.08\\
Druyvesteyn $f_0$, same mean energy & 0.99\\
$e\langle1/\nu_m\rangle/m$, swarm $f_0$ & 1.40\\
$e/(m\langle\nu_m\rangle)$, swarm $f_0$ & 1.23
\end{tabular}
\end{center}
The Druyvesteyn shape is $f_0\propto\exp(-\varepsilon^2/b^2)$, with $b$ set by the mean energy. Changing the shape alone moves the mobility by up to 8\% of the swarm value in these two cases. If $\nu_m$ is instead held at $1.54\times10^9$ s$^{-1}$, its value at the mean energy, the swarm, Maxwell and Druyvesteyn distributions all give $1.14\times10^6$ cm$^2$/Vs.

\subsection{What the model leaves out}

For isotropic scattering, projecting \eqref{field} on $P_2$ gives $f_2=-(2a/3\nu_m)(f_1'-f_1/v)$ when $f_3$ is dropped. Equation \eqref{f2} then changes $\mu$ by $-0.004\%$ at fixed $f_0$; when $f_0$ is allowed to respond to $f_2$, the change is about $-0.002\%$. This is below $m/M$, about $0.014\%$, the order of the recoil terms already dropped in Lemma 1.

Inelastic losses were sized with a rough cross-section of 0.05 \AA$^2$ above 19.8 eV, at fixed elastic $f_0$. They take $3\times10^{-9}$ of the heating power at 1 V/cm, but about 0.3 of it at 2 V/cm. The elastic distribution is therefore unreliable at the stronger field, although \eqref{main} can still be used with a better $f_0$, because the assumed inelastic cross-section is only between 1 and 2\% of $\sigma_m$ near threshold.

Electron--electron collisions drive $f_0$ to a Maxwellian if they exchange energy faster than recoil does. Take the Coulomb rate $4\pi n_e\ln\Lambda/v^3$ (atomic units, electron density $n_e$, Coulomb logarithm $\ln\Lambda=10$) and the recoil rate $2\nu_m/M$. At the mean energy they are equal for $n_e$ of roughly $4\times10^{10}$ cm$^{-3}$; other definitions of the Coulomb rate move this value by a factor of about two. The change of shape is gradual and extends over more than a decade in density. The swarm distribution therefore applies well below this density, and a Maxwellian is the better choice well above it. If Coulomb collisions, with electrons and with ions, are still rare compared with $\nu_m$, Lemma 1 is unchanged. Balancing field heating against recoil cooling gives an electron temperature of 1.50 eV and $\mu=1.07\times10^6$ cm$^2$/Vs, 7\% above the swarm value. This is a limiting figure: in a quasi-neutral plasma, electron--ion collisions add to $\nu_m$ for slow electrons at such densities, and with them the rise levels off near 5\% between $4\times10^{11}$ and $10^{12}$ cm$^{-3}$. In a 13.56 MHz field of angular frequency $\omega$, the in-phase response replaces $1/\nu_m$ by $\nu_m/(\nu_m^2+\omega^2)$; at fixed $f_0$ this lowers $\mu$ by 0.3\%. Heating the gas to 400 K at fixed pressure and field raises $\mu$ to about $1.2\times10^6$ cm$^2$/Vs. The lower density alone would raise it by a third; the accompanying change of $f_0$, whose mean energy becomes 3.07 eV, offsets part of that.

A self-sustained discharge also needs electrons energetic enough to ionise the gas. At 1 V/cm the elastic model has almost none, so it suits a weak-field region better than a whole discharge. Local heating is a further assumption at risk. The mean free path at the mean energy is $\lambda=s/(n\sigma_0)=0.057$ cm. Combining the diffusion coefficient $v^2/(3\nu_m)$ with the energy-loss rate $2\nu_m/M$ gives a rough relaxation length $\lambda\sqrt{M/6}=2.0$ cm, comparable with reactor gaps of a few centimetres. This estimate uses the rates at a single energy and leaves out the drift in the field, so only its order of magnitude is meaningful. Electrons can then carry energy from regions of different field, and $f_0$ is not set by the local $E$. As a trial of the consequence, halving the mean energy of the Maxwellian raises its mobility from $1.08$ to $1.44\times10^6$ cm$^2$/Vs, or by 33\%. Such a change matters here because $\nu_m$ varies with speed; with a constant $\nu_m$ the mobility coefficient would stay the same.

Numbers in the example were calculated in double precision.
